# Time-step limit for coupled diffusion: largest eigenvalue, not largest main diffusivity

An explicit calculation of a ternary diffusion couple can return a chromium deviation of 18 at.% after five time steps, when the couple started with deviations of 1 at.%. After 72 steps, one hour of simulated annealing, the same calculation returns $4\times10^{30}$ at.%. The diffusion equation is sound and the coding is correct. The fault lies in the time step, which was set from the largest main diffusivity, as if each component diffused alone.

## The equation and the scheme

Let $c_1$ and $c_2$ be the deviations of two independent components from a uniform composition, in at.%. The third component makes up the balance. In one dimension, with constant coefficients, the fluxes are

$$J_1=-D_{11}\frac{\partial c_1}{\partial x}-D_{12}\frac{\partial c_2}{\partial x},\qquad J_2=-D_{21}\frac{\partial c_1}{\partial x}-D_{22}\frac{\partial c_2}{\partial x}.$$

Conservation, $\partial c_i/\partial t=-\partial J_i/\partial x$, then gives

$$\frac{\partial \mathbf c}{\partial t}=D\,\frac{\partial^2\mathbf c}{\partial x^2},\qquad D=D_0\begin{pmatrix}1&0.9\\0.9&1\end{pmatrix}.$$

The diagonal elements are the main diffusivities and the others are the cross diffusivities.

On cells of width $h$, labelled $i$, with time step $\Delta t$ and step number $n$, forward Euler with central differences reads

$$\mathbf c_i^{\,n+1}=\mathbf c_i^{\,n}+\frac{\Delta t}{h^2}\,D\left(\mathbf c_{i+1}^{\,n}-2\mathbf c_i^{\,n}+\mathbf c_{i-1}^{\,n}\right).$$

For a single component of diffusivity $D_0$ the stability limit is $\Delta t\le h^2/(2D_0)$. Both main diffusivities here equal $D_0$, so the tempting choice is

$$\Delta t_{\rm wrong}=\frac{h^2}{2D_0},\qquad\text{that is}\qquad \frac{D_0\,\Delta t_{\rm wrong}}{h^2}=\frac12 .$$

## The counter-example by hand

Take a small error that alternates from cell to cell and is the same in both components: $c_1=c_2=a$ in even cells and $-a$ in odd cells. In an even cell the second difference of either component is

$$(-a)-2a+(-a)=-4a .$$

Both gradients drive component 1, so its new value is

$$a+\tfrac12(1+0.9)(-4a)=a-3.8a=-2.8a .$$

Component 2 gives the same result, and odd cells give the opposite sign. The pattern is reproduced, reversed and 2.8 times larger. After $n$ steps its size is $2.8^n|a|$, so the scheme is unstable.

Now put the error in component 1 alone. Then $c_1$ becomes $a-\tfrac12\cdot4a=-a$, which does not grow. This is the case that the main diffusivity describes. But the same step creates an error in component 2,

$$0+\tfrac12(0.9)(-4a)=-1.8a ,$$

and from then on the two errors feed each other. A main diffusivity gives the flux of a component under its own gradient when the other gradient is zero. When both gradients are equal, each flux has the coefficient $D_0+0.9D_0=1.9D_0$.

The two independent patterns are the eigenvectors of $D$:

$$D\begin{pmatrix}1\\1\end{pmatrix}=1.9D_0\begin{pmatrix}1\\1\end{pmatrix},\qquad D\begin{pmatrix}1\\-1\end{pmatrix}=0.1D_0\begin{pmatrix}1\\-1\end{pmatrix}.$$

The sum $c_1+c_2$ therefore diffuses with $1.9D_0$ and the difference $c_1-c_2$ with $0.1D_0$. Both values are positive, so the differential equation damps a wave of wavenumber $k$ as $e^{-\lambda k^2t}$ in either combination. The growth is purely numerical.

Each combination obeys a scalar diffusion equation and has its own scalar limit. The fast one sets the limit for the pair:

$$\Delta t\le\frac{h^2}{2(1.9D_0)}=\frac{h^2}{3.8D_0}.$$

The wrong step is too long by the factor 1.9.

## The general statement and its proof

**Statement.** Let $D$ be a constant, diagonalizable matrix with real positive eigenvalues, the largest being $\lambda_{\max}$. The scheme above keeps errors bounded on every uniform grid of spacing $h$, for any number of steps, if and only if

$$\boxed{\Delta t\le\frac{h^2}{2\lambda_{\max}}}$$

**Proof.** The scheme is linear, so an error obeys the same recurrence as the solution. Write $D=V\Lambda V^{-1}$, with the eigenvalues $\lambda$ on the diagonal of $\Lambda$, and set $\mathbf u=V^{-1}\mathbf c$. Multiplying the scheme by $V^{-1}$ separates it into one scalar recurrence per eigenvalue. For a grid wave $u_i=e^{ikx_i}$, the second difference multiplies the wave by

$$e^{ikh}-2+e^{-ikh}=2\cos kh-2=-4\sin^2\frac{kh}{2}.$$

Each step therefore multiplies it by

$$g=1-\frac{4\lambda\Delta t}{h^2}\sin^2\frac{kh}{2}.$$

This is real and, because $\lambda>0$, never exceeds 1. The remaining condition is $g\ge-1$, or

$$\frac{4\lambda\Delta t}{h^2}\sin^2\frac{kh}{2}\le2 .$$

It is hardest to satisfy for the alternating wave $kh=\pi$, where $\sin^2=1$, and for $\lambda=\lambda_{\max}$. This gives the stated limit. If the limit is exceeded, that wave has $|g|>1$ and grows without bound. If it is obeyed, no wave grows in any component of $\mathbf u$. Returning to $\mathbf c=V\mathbf u$ costs at most a fixed factor $\|V\|\,\|V^{-1}\|$, independent of $n$. For symmetric $D$, $V$ can be chosen orthogonal and this factor is 1. ∎

**Closed walls.** With $N$ cells and no flux through the ends, the waves are $\cos[\theta(i+\tfrac12)]$, with $i=0,\dots,N-1$ and $\theta=j\pi/N$. They meet the wall condition because the cosine has equal values in the last cell and in an imagined mirror cell beyond the wall. The largest allowed $j$ is $N-1$, for which $\sin^2(\theta/2)=\cos^2(\pi/2N)$. The limit on that grid is therefore slightly longer:

$$\Delta t\le\frac{h^2}{2\lambda_{\max}\cos^2(\pi/2N)} .$$

For $N=40$ and the present matrix this is $0.26356\,h^2/D_0$, against $0.26316\,h^2/D_0$ for a fine grid. A bisection on the eigenvalues of the full update matrix, which uses none of the formulas above, also gives 0.26356.

**Where the conditions matter.** If $D$ cannot be diagonalized, powers of the update contain terms of the form $n\,g^{n-1}$. These grow when $g=-1$ and die out when $|g|<1$, so equality must then be excluded. If an eigenvalue is complex, let $s=(4\Delta t/h^2)\sin^2(kh/2)$. The condition $|1-s\lambda|^2\le1$ expands to $-2s\,{\rm Re}\lambda+s^2|\lambda|^2\le0$, and at the largest $s$ it becomes $\Delta t\le h^2\,{\rm Re}\lambda/(2|\lambda|^2)$ for each eigenvalue.

Complex eigenvalues do not occur when $D=LG$, with $L$ a symmetric positive definite mobility matrix and $G$ the symmetric matrix of second derivatives of the free energy with respect to the independent compositions, which is positive definite in a phase that is stable against small composition changes. In that case

$$L^{-1/2}(LG)L^{1/2}=L^{1/2}GL^{1/2},$$

which is symmetric and positive definite and has the same eigenvalues as $D$. So $D$ is diagonalizable with real positive eigenvalues, even if it is not itself symmetric.

## When does the main diffusivity mislead?

For two components the eigenvalues are the roots of

$$p(\lambda)=(\lambda-D_{11})(\lambda-D_{22})-D_{12}D_{21}.$$

Expanding gives $\lambda^2-(D_{11}+D_{22})\lambda+D_{11}D_{22}-D_{12}D_{21}=0$. Since $(D_{11}+D_{22})^2-4D_{11}D_{22}=(D_{11}-D_{22})^2$, the larger root is

$$\lambda_{\max}=\frac{D_{11}+D_{22}}2+\sqrt{\left(\frac{D_{11}-D_{22}}2\right)^2+D_{12}D_{21}} .$$

Let $m$ be the larger main diffusivity. One bracket of $p(m)$ vanishes, so $p(m)=-D_{12}D_{21}$. The curve $p$ is an upward parabola whose lowest point lies at the mean of $D_{11}$ and $D_{22}$, which is not above $m$. With real eigenvalues there are three cases:

- $D_{12}D_{21}>0$: $p(m)<0$, so $m$ lies between the roots and $\lambda_{\max}>m$. The main diffusivity gives too long a step.
- $D_{12}D_{21}=0$: $m$ is itself the larger root, and the main diffusivity gives the right limit. If $D_{11}=D_{22}$ and one cross term is not zero, $D$ cannot be diagonalized and the step must stay below that limit.
- $D_{12}D_{21}<0$: $p(m)>0$ and $m$ lies to the right of both roots, so $\lambda_{\max}<m$. The main diffusivity gives a safe step, shorter than necessary.

Two further matrices show both sides. Rows $(1,0.3)$ and $(0.8,0.6)$, in units of $D_0$, give $\lambda_{\max}=0.8+\sqrt{0.04+0.24}=1.329$ and a limit of $0.376\,h^2/D_0$, below the naive 0.5. Rows $(1,0.3)$ and $(-0.1,0.4)$ give $\lambda_{\max}=0.7+\sqrt{0.09-0.03}=0.945$ and a limit of $0.529\,h^2/D_0$, above it.

For equal main diffusivities $D_0$ and equal cross terms $qD_0$ with $q>0$, $\lambda_{\max}=(1+q)D_0$. The naive step then gives $g=1-2(1+q)=-(1+2q)$ for the alternating wave. Even $q=0.3$ means growth by 1.6 per step on a fine grid.

A bound that needs no eigenvalues is often enough. Let $D\mathbf v=\lambda\mathbf v$ and let $v_i$ be the component of largest magnitude. Then

$$|\lambda||v_i|=\Big|\sum_jD_{ij}v_j\Big|\le|v_i|\sum_j|D_{ij}| .$$

So $\lambda_{\max}$ cannot exceed the largest absolute row sum, and using that sum in place of $\lambda_{\max}$ is safe for any number of components with real positive eigenvalues. For the present matrix the row sum is $1.9D_0$, equal to $\lambda_{\max}$. The row-sum bound and the sign rule were both tested on 2000 random $2\times2$ products $LG$ and held in each; $\lambda_{\max}$ lay above the larger main diffusivity in 1444 of them and below it in 556.

## The diffusion couple in numbers

Take $D_0=10^{-10}$ cm²/s $=0.010$ µm²/s, $h=1$ µm, 120 cells with closed walls, and an anneal of 3600 s. Component 1 (Cr) starts at $-A$ on the left and $+A$ on the right, with $A=1$ at.%, about a mean of 10 at.%. Component 2 (Al) starts flat at 5 at.%. The two candidate limits are

$$\Delta t_{\rm wrong}=\frac{1}{2(0.010)}=50\ \text{s},\qquad \Delta t_{\rm limit}=\frac{1}{2(0.019)}=26.3\ \text{s}.$$

**The wrong step.** The largest $|c_1|$ is 17.6 at.% after 5 steps, $2.2\times10^3$ after 10 and $4.7\times10^7$ after 20. From step 10 to step 20 it grows by $2.1\times10^4$, somewhat less than $2.8^{10}=3.0\times10^4$. The reason is that the initial step excites a whole band of short waves. With $kh=\pi-\varphi$ and small $\varphi$, $\sin^2(kh/2)=\cos^2(\varphi/2)\approx1-\varphi^2/4$, so

$$|g|\approx2.8-0.95\varphi^2,\qquad |g|^n\approx2.8^n e^{-0.34n\varphi^2}.$$

The band of waves that dominates the sum narrows as $n^{-1/2}$. A concentration step contains these waves in nearly equal strength, so their sum at the interface grows as $2.8^n n^{-1/2}$. Doubling $n$ from 10 to 20 brings in a factor $1/\sqrt2=0.71$, and $0.71\times3.0\times10^4=2.1\times10^4$, as found.

With the time step held at 50 s and the cross terms set to zero, $|c_1|$ never ends above its initial 1 at.%. The coupling is what makes this step unstable.

**The correct step.** The sum and the difference of $c_1$ and $c_2$ both start as $A\,{\rm sgn}(x)$. Each is solved by $A\,{\rm erf}(\eta)$ with $\eta=x/(2\sqrt{\lambda t})$, since

$$\frac{\partial\,{\rm erf}(\eta)}{\partial t}=\frac{2}{\sqrt\pi}e^{-\eta^2}\left(-\frac{\eta}{2t}\right)=\lambda\frac{\partial^2{\rm erf}(\eta)}{\partial x^2}.$$

Half the sum and half the difference of these two solutions give, with $\lambda_f=1.9D_0$ and $\lambda_s=0.1D_0$,

$$c_{1,2}=\frac A2\left[{\rm erf}\frac{x}{2\sqrt{\lambda_ft}}\pm{\rm erf}\frac{x}{2\sqrt{\lambda_st}}\right],$$

the upper sign for $c_1$. These formulas hold for an infinite couple; here the walls are too far away to matter within the hour.

At half the correct limit (274 steps of 13.1 s) the largest error against this solution, over both components and all cells, is 0.004 at.%. Al, initially flat, piles up on the Cr-poor side, because $J_2=-D_{21}\,\partial c_1/\partial x$ points to the left. At $x=-4.5$ µm its deviation is 0.304 at.% computed and 0.303 at.% exact. Halving $h$ and quartering $\Delta t$ reduces the largest error by 3.98, as expected of a scheme of second order in $h$ at fixed $\Delta t/h^2$.

**Stable is not yet accurate.** Just inside the limit (137 steps of 26.28 s) the largest error is 0.015 at.%, more than three times larger. There $\lambda_f\Delta t/h^2=0.4993$ and the alternating wave has $g=-0.997$. After 137 steps about two thirds of it survives. At half the limit $g\approx0$ for the fast combination, and one step removes the alternating wave from it. The surviving short waves account for the larger error: with all waves shorter than four cells removed from it, 0.004 at.% remains, as at half the limit.

## Two ways the mistake stays hidden

The first is a safety factor. The wrong limit multiplied by anything below $1/1.9=0.526$ is a stable step for this matrix. At half the wrong limit, 25 s, the couple runs without trouble, but the true margin is then 5 %, not the 50 % intended.

The second is a special starting profile. If $c_2=-c_1$, only the slow combination is present, and at the wrong step its alternating wave has $g=1-2(0.1)=0.8$. Any trace $\varepsilon$ of the alternating wave in $c_1+c_2$ still grows as $\varepsilon\,2.8^n$. A seed of $10^{-12}$ at.% has reached only $5\times10^{-6}$ at.% after 15 steps, which no plot would show. It should pass 1 at.% when

$$n=\frac{\ln10^{12}}{\ln2.8}=26.8,$$

and in the calculation it does so at step 27. A short trial run is therefore no proof of stability.

## Beside a real alloy

The value of $D_0$ is a rough size for interdiffusion in a nickel-rich Ni-Cr-Al solid solution near 1100 °C. The coupling ratio 0.9 was chosen for the counter-example and is not a property of that alloy.

Real couples break the assumption of constant $D$. With a rough activation energy of 2.8 eV, a furnace 10 K too hot raises $D$ by the factor 1.19. If $D$ doubles per 10 at.%, again a rough assumption, it is 1.07 times larger at a deviation of 1 at.%. Together these reduce the correct limit from 26.3 s to 20.7 s. The 25 s step that seemed safe is then unstable: with $D$ varying smoothly across a 40-cell couple from $1/1.07$ to 1.07 times its mean value, held fixed in time, and the whole raised by 1.19, the worst error grows by 1.40 per step. With the same fixed profile, the composition effect alone lowers the threshold on that grid to 24.7 s, which already makes the 25 s step unstable. The fastest-growing error then gains only about 2 % per step, which a short run can miss, but over 144 steps, one hour, this amounts to a factor of nearly 30. So close to the threshold these figures depend on the grid and on the profile, here a factor $1.07^{\tanh(x/2h)}$. On 120 cells the same profile gives a threshold of 24.6 s, 3.5 % per step and a factor of about 140. On 40 cells a profile four times wider gives 24.95 s and a factor below 2.

A constant $D_{21}$ also cannot hold down to zero Al, where a Cr gradient would drive a flux of Al that is not there. In this couple the largest change in Al content is about 6 % of its mean. If $D_{21}$ follows in proportion, $\lambda_{\max}/D_0$ moves from 1.90 to $1+0.9\sqrt{1.06}=1.93$, a minor correction.

For pure diffusion on a uniform one-dimensional grid, with real positive eigenvalues, a sound working choice is $\Delta t=h^2/(4\lambda_{\max})$, with $\lambda_{\max}$ taken as the largest value over all compositions and temperatures of the run. The proof above covers constant $D$ only. Where $D$ varies gradually from cell to cell, this is a working rule, to be checked by repeating the run with half the step. An abrupt change of $D$ between neighbouring cells needs its own stability test. The main computed values are listed in the numerical output.

## Numbers as computed

```
Stability threshold of dt, in units h^2/D0, 40 cells:
  rows (1,0.9),(0.9,1): lam_max/D0 1.9000, bisection 0.26356, formula 0.26356, fine-grid limit 0.26316
  rows (1,0.3),(0.8,0.6): lam_max/D0 1.3292, bisection 0.37676, formula 0.37676, fine-grid limit 0.37618
  rows (1,0.3),(-0.1,0.4): lam_max/D0 0.9449, bisection 0.52995, formula 0.52995, fine-grid limit 0.52913
Wrong step, coupling 0.0: growth per step, 40 cells 1.0000, fine grid 1.0
Wrong step, coupling 0.3: growth per step, 40 cells 1.5960, fine grid 1.6
Wrong step, coupling 0.9: growth per step, 40 cells 2.7941, fine grid 2.8
Random matrices: lam_max above largest diagonal 1444, below 556
D0 = 1.0e-10 cm^2/s = 0.010 um^2/s; h = 1.0 um; cells 120; anneal 3600 s
Eigenvalues of D: fast 0.0190, slow 0.0010 um^2/s
Wrong limit 50.00 s; correct limit 26.32 s; ratio 1.900
Safety factor that hides the mistake: below 0.5263
Wrong step, after 5 steps: max |c1| = 1.756e+01 at.%
Wrong step, after 10 steps: max |c1| = 2.225e+03 at.%
Wrong step, after 20 steps: max |c1| = 4.705e+07 at.%
Wrong step, after 72 steps: max |c1| = 4.463e+30 at.%
Wrong step, measured growth in last step: 2.7902
Same step, no off-diagonals: max |c1| = 1.0000 at.%
Half the wrong step (25.0 s): max |c1| = 1.0000 at.%
Inside limit: 137 steps of 26.277 s, max error 0.01529 at.%
Half limit: 274 steps of 13.139 s, max error 0.00427 at.%
Half limit, h = 0.5 um: max error 0.00107 at.%, error ratio 3.98
Al pile-up at x = -4.5 um: computed 0.3045, exact 0.3034 at.%
Cr deviation there: computed -0.6040, exact -0.6030 at.%
Seed 1e-12 at.% in c1+c2: after 15 steps 5.10e-06 at.%; passes 1 at.% at step 27 (predicted 26.84)
Rough inputs: activation energy 2.8 eV, T 1373 K, overheating 10 K
D rises by factor 1.187 (heat) and 1.072 (composition)
Composition-dependent D: bound 24.55 s, threshold found 24.71 s
Correct limit with both effects: 20.69 s
Half the wrong step with both effects: growth 1.401 per step
Mean Cr 10, mean Al 5 at.%; relative Al change (neglected in D21) 6.1 %
```
